\section*{Why widening a bend inward stops changing its radiation loss}

\section{Two similar steps with unequal effects}

A waveguide bend with its outer wall fixed at a radius of $25\,\mu\mathrm m$ loses $0.389$ dB of its fundamental mode by radiation in a quarter turn when the core is $0.8\,\mu\mathrm m$ wide. Move the inner wall inward until the width is $1.4\,\mu\mathrm m$, and the loss falls to $0.044$ dB. Move it from $2.5$ to $3.0\,\mu\mathrm m$, nearly as large a step, and the loss changes by only $0.0002$ dB. It settles near $0.024$ dB, not at zero.

These numbers belong to a two-dimensional model of a silicon nitride film in silica at a wavelength of $1550$ nm. The film is $400$ nm thick and has index $2.00$; the cladding has index $n_2=1.444$. The electric field is taken normal to the chip plane. The transverse-magnetic mode of the unpatterned film has effective index $n_1=1.6439$, which serves as the core index in the plane. The core fills $a<r<R$, with $a=R-w$, and index $n_2$ fills the rest. In every comparison of widths, $R$, the wavelength and the indices are held fixed.

\section{The bend as a sloping potential}

Let the field be $\psi(r)e^{i\nu\phi}$ with time factor $e^{-i\omega t'}$, and let $k=2\pi/\lambda=4.0537\,\mathrm{rad}/\mu\mathrm m$. The wave equation in polar coordinates is
\begin{equation}
\psi''+\frac1r\psi'+\left(n^2k^2-\frac{\nu^2}{r^2}\right)\psi=0 .
\end{equation}
Both $\psi$ and $\psi'$ are continuous at the walls. Set $t=\ln(r/R)$, so that $d/dt=r\,d/dr$ and $\psi_{tt}=r^2\psi''+r\psi'$. Multiplying the equation by $r^2$ removes the first derivative:
\begin{equation}
\psi_{tt}+Q\psi=0,\qquad Q=n^2k^2r^2-\nu^2 . \label{eq:wave}
\end{equation}
The field oscillates in $t$ where $Q>0$ and is evanescent where $Q<0$. Since $Q$ grows with $r$, curvature pushes the light outward.

Radiation makes $\nu$ slightly complex. Where a turning point or a decay rate is meant, $\nu$ stands for its real part. In the core, $Q$ vanishes at the inner caustic,
\begin{equation}
r_c=\frac{\nu}{n_1k}. \label{eq:caustic}
\end{equation}
In the outer cladding it vanishes at $r_o=\nu/(n_2k)$, beyond which the wave can travel away.

Now remove the inner wall by filling the whole interior with core material. This disc has $\nu=158.705$, so $r_c=158.705/(1.6439\times4.0537)=23.816\,\mu\mathrm m$. Its caustic lies $1.184\,\mu\mathrm m$ inside the outer wall, although no material boundary is there. The disc mode is a whispering-gallery field, held by the outer wall on one side and by the slope of $Q$ on the other. The outer caustic lies at $27.113\,\mu\mathrm m$, so light must tunnel through $2.113\,\mu\mathrm m$ of cladding to escape.

\section{What sets the loss}

Multiply \eqref{eq:wave} by $\psi^*$ and use $\psi^*\psi_{tt}=(\psi^*\psi_t)_t-|\psi_t|^2$. The imaginary part is
\begin{equation}
\frac{d}{dt}\operatorname{Im}(\psi^*\psi_t)=\operatorname{Im}(\nu^2)|\psi|^2
=2\nu\operatorname{Im}\nu\,|\psi|^2 .
\end{equation}
Integrate from the centre, where the field vanishes, to the outer caustic. Ending there counts the evanescent tail as part of the guided field. The left side becomes the outgoing flux. Beyond the outer wall
\begin{equation}
\psi(r)=\psi(R)\frac{H_\nu^{(1)}(n_2kr)}{H_\nu^{(1)}(n_2kR)},
\end{equation}
because $H^{(1)}_\nu=J_\nu+iY_\nu$ is outgoing. For small loss, evaluate its flux at real order. With $z=n_2kr$, the Wronskian $J_\nu Y_\nu'-J_\nu'Y_\nu=2/(\pi z)$ gives $\operatorname{Im}(H^*zH')=2/\pi$. Hence
\begin{equation}
\operatorname{Im}\nu\simeq
\frac{|\psi(R)|^2}{\pi\nu\,|H^{(1)}_\nu(n_2kR)|^2\int|\psi|^2dt}. \label{eq:flux}
\end{equation}
Power varies as $e^{-2\operatorname{Im}\nu\,\phi}$. A quarter turn therefore costs $10\log_{10}(e)\,\pi\operatorname{Im}\nu=13.64\operatorname{Im}\nu$ dB. For the disc, $\operatorname{Im}\nu=1.755\times10^{-3}$ gives $0.0239$ dB. At $w=2.0\,\mu\mathrm m$, formula \eqref{eq:flux} gives $0.02593$ dB, against $0.02594$ dB from a solution for complex $\nu$.

The Hankel function contains the tunnelling. The leading WKB connection of an outgoing wave back through the barrier gives
\begin{equation}
|H^{(1)}_\nu(n_2kR)|^2\simeq\frac{2e^{2T}}{\pi\nu\tanh\beta},\qquad
\cosh\beta=\frac{\nu}{n_2kR},
\end{equation}
where $\nu\tanh\beta=\sqrt{\nu^2-n_2^2k^2R^2}$ is the decay rate in $t$ at the wall, and
\begin{equation}
T=\int_R^{r_o}\sqrt{\frac{\nu^2}{r^2}-n_2^2k^2}\,dr .
\end{equation}
Define the relative outer-wall intensity $G=\psi(R)^2/\int\psi^2dt$. For small loss the field can be chosen almost real where it matters, so $\psi^2$ and $|\psi|^2$ are interchangeable here. Then
\begin{equation}
\operatorname{Im}\nu\simeq\tfrac12 G\tanh\beta\,e^{-2T}. \label{eq:two}
\end{equation}
For the disc, $\cosh\beta=1.56603/1.444=1.0845$, hence $\beta=0.408$ and $\tanh\beta=0.387$. The integral, done by the substitution used in Section 6, is $T=\nu(\beta-\tanh\beta)=3.38$. With $G=8.16$ this gives $\operatorname{Im}\nu\simeq1.85\times10^{-3}$, about $5\%$ above the full solution.

The inner wall can thus act on the loss in two ways: by changing $G$, the intensity offered to the barrier, and by changing $\nu$, which sets the barrier. The second is steep. On differentiating $T$, the moving upper limit contributes nothing because the integrand vanishes there, and
\begin{equation}
\frac{dT}{d\nu}=\int_R^{r_o}\frac{\nu\,dr}{r\sqrt{\nu^2-n_2^2k^2r^2}}=\beta . \label{eq:slope}
\end{equation}
The integral follows from $r=r_o/\cosh u$, which turns the integrand into $du$ between $0$ and $\beta$. Raising $\nu$ by one unit near the disc value multiplies the tunnelling factor $e^{-2T}$ by about $e^{-0.82}=0.44$.

\section{The push that widening cannot remove}

Multiply \eqref{eq:wave} by $2\psi_t$:
\begin{equation}
(\psi_t^2)_t+Q(\psi^2)_t=0 .
\end{equation}
Integrate over the whole radius. The outgoing wave does not vanish on the real axis, but it does if the path beyond $R$ is turned into the upper half of the complex $t$ plane. This is allowed because the expression contains $\psi^2$ and not $|\psi|^2$. The first term then integrates to zero. Integrate the second by parts in each region. With $\Delta=n_1^2-n_2^2$, the jumps of $Q$ leave $-\Delta k^2a^2\psi(a)^2$ at the inner wall and $+\Delta k^2R^2\psi(R)^2$ at the outer wall. Inside each region $Q_t=2n^2k^2r^2$. Dividing by $k^2$,
\begin{equation}
\Delta\left[R^2\psi(R)^2-a^2\psi(a)^2\right]=2\int n^2r^2\psi^2dt . \label{eq:force}
\end{equation}
This is a balance of forces: the difference between the confining pushes of the two walls supports the centrifugal push of the curved path.

Let $\sigma=\psi(a)^2/\psi(R)^2$. Dividing \eqref{eq:force} by $\Delta R^2\int\psi^2dt$ gives
\begin{equation}
G=\frac{F}{1-(a/R)^2\sigma},\qquad
F=\frac{2\int n^2r^2\psi^2dt}{\Delta R^2\int\psi^2dt}. \label{eq:G}
\end{equation}
If all the light sat in the core at $r=R$, $F$ would be $2n_1^2/\Delta=8.76$. Light at smaller radii and in the cladding brings it to $8.16$ in the disc.

\begin{center}
\begin{tabular}{ccccc}
$w$ ($\mu$m) & dB per $90^\circ$ & excess (\%) & $\sigma$ & $G$\\
0.800 & 0.389 & 1523 & 0.556 & 16.78\\
1.184 & 0.0736 & 207 & 0.332 & 11.69\\
1.400 & 0.0444 & 85 & 0.218 & 10.15\\
2.000 & 0.0259 & 8.3 & 0.039 & 8.45\\
2.500 & 0.0242 & 0.89 & 0.0050 & 8.20\\
3.000 & 0.0240 & 0.06 & 0.0004 & 8.16
\end{tabular}
\end{center}

The excess is relative to the disc. At $w=0.8\,\mu\mathrm m$, \eqref{eq:G} gives $F=16.78\,(1-0.937\times0.556)=8.04$. At $w=1.184\,\mu\mathrm m$ it gives $F=11.688\,(1-0.9075\times0.3322)=8.16$. While $G$ itself halves down the table, $F$ hardly moves. In a narrow bend the two walls squeeze the light, and both carry high intensity. Widening relieves the squeeze, but the outer wall must still turn the light around the bend. That requirement sets the floor of $G$ and is one reason why the radiation does not vanish. The other is that the cladding barrier stays finite.

\section{How the inner wall shifts the mode}

Let $\psi_a$ and $\nu_a$ belong to the guide with its wall at $a$, and $\psi_\infty$ and $\nu_\infty$ to the disc. Multiply the equation for $\psi_a$ by $\psi_\infty$, the equation for $\psi_\infty$ by $\psi_a$, and subtract. The second derivatives combine into
\begin{equation}
\psi_\infty\psi_{a,tt}-\psi_a\psi_{\infty,tt}
=(\psi_\infty\psi_{a,t}-\psi_a\psi_{\infty,t})_t ,
\end{equation}
which integrates to zero on the path used above. The two structures differ only inside $r<a$, where $n^2$ is $n_2^2$ in one and $n_1^2$ in the other. Thus
\begin{equation}
\nu_a^2-\nu_\infty^2=-k^2\Delta\,
\frac{\int_{r<a}r^2\psi_a\psi_\infty\,dt}{\int\psi_a\psi_\infty\,dt}. \label{eq:shift}
\end{equation}
No weak-perturbation assumption has been made. For the low-loss fundamental mode, whose field has one sign across the core, the right side is essentially negative. The guide has a smaller $\nu$ than the disc, hence a thinner barrier and more loss. What matters is the field that would reach past the wall, and this is where the caustic enters.

\section{Beyond the caustic}

Suppose that $a$ lies well inside $r_c$. Between them the disc field decays inward. Its rate in $t$ is $\kappa_1=\sqrt{\nu^2-n_1^2k^2r^2}$, and WKB gives
\begin{equation}
\psi_\infty(a)^2\propto\frac{e^{-2S}}{\kappa_1},\qquad
S=\int_a^{r_c}\sqrt{\frac{\nu^2}{r^2}-n_1^2k^2}\,dr . \label{eq:S}
\end{equation}
Put $r=r_c/\cosh u$. Then $dr/r=-\tanh u\,du$, and the root equals $(\nu/r)\tanh u$. With $\cosh\eta=r_c/a$,
\begin{equation}
S=\nu\int_0^\eta\tanh^2u\,du=\nu(\eta-\tanh\eta).
\end{equation}

The wall reflects part of this tail. Let $x=t-t_a$, with $t_a$ the wall position, and let $\kappa_2=\sqrt{\nu^2-n_2^2k^2a^2}$ be the decay rate just inside the inner cladding. Close to the wall, treat both rates as constant and write
\begin{equation}
\psi_a=\psi_\infty(a)\times
\begin{cases}
e^{\kappa_1x}+b\,e^{-\kappa_1x},&x>0,\\
c\,e^{\kappa_2x},&x<0 .
\end{cases}
\end{equation}
Continuity requires $1+b=c$ and $\kappa_1(1-b)=\kappa_2c$. Eliminating $b$ gives $c=2\kappa_1/(\kappa_1+\kappa_2)$. In \eqref{eq:shift} the product inside the wall varies as $e^{(\kappa_1+\kappa_2)x}$, whose integral over $x<0$ is $1/(\kappa_1+\kappa_2)$. To leading order the denominator is $N=\int\psi_\infty^2dt$, so
\begin{align}
\nu_a^2-\nu_\infty^2
&\simeq-k^2\Delta a^2\,\frac{2\kappa_1}{(\kappa_1+\kappa_2)^2}\,
\frac{\psi_\infty(a)^2}{N}\nonumber\\
&=-2\kappa_1\,\frac{\kappa_2-\kappa_1}{\kappa_2+\kappa_1}\,
\frac{\psi_\infty(a)^2}{N}. \label{eq:reflect}
\end{align}
The second line uses $k^2\Delta a^2=\kappa_2^2-\kappa_1^2$. By \eqref{eq:S}, the factor $\kappa_1$ cancels and the shift carries $e^{-2S}$. The wall intensity $\psi_a(a)^2=c^2\psi_\infty(a)^2$ carries the same exponential. Physically, the tail travels in to the wall and its reflection travels back, each passage costing $e^{-S}$.

Both effects enter the loss. Expand \eqref{eq:two} to first order with \eqref{eq:slope} and \eqref{eq:G}, neglecting the small changes of $\tanh\beta$ and $F$:
\begin{equation}
\frac{\operatorname{Im}\nu_a}{\operatorname{Im}\nu_\infty}-1\simeq
2\beta(\nu_\infty-\nu_a)+\frac{a^2}{R^2}\sigma . \label{eq:excess}
\end{equation}
At $w=2.0\,\mu\mathrm m$, the numerical output gives $\nu/(kR)=1.56546$, against $1.56603$ for the disc limit. The difference times $kR=101.34$ is $0.058$, so the first term is $0.816\times0.058=0.047$. The second is $0.846\times0.039=0.033$. Their sum, $8.0\%$, compares with $8.3\%$ in the full solution. Neither effect can be ignored here.

The exponential can be tested without these prefactors. Five walls were placed from $L$ to $3L$ beyond the disc caustic, where $L$ is the Airy length defined below. A straight-line fit of $-\ln(\text{excess})$ against $2S$ has slope $1.068$ at $R=25\,\mu\mathrm m$ and $1.067$ at $R=35\,\mu\mathrm m$. A pure exponential would give $1$. A slightly steeper fall is expected, because the reflection factor in \eqref{eq:reflect} shrinks as $\kappa_1$ grows, while the corresponding prefactor of the wall intensity, proportional to $\kappa_1/(\kappa_1+\kappa_2)^2$, changes little over this range.

\section{Locating the caustic from the design}

Equation \eqref{eq:caustic} needs $\nu$, but the slope of $Q$ gives a direct estimate. Near the caustic, $Q\simeq2n_1^2k^2r_c(r-r_c)$ and $dt\simeq dr/r_c$. Equation \eqref{eq:wave} becomes
\begin{equation}
\frac{d^2\psi}{dr^2}=-\frac{r-r_c}{L^3}\psi,\qquad
L=\left(\frac{R}{2n_1^2k^2}\right)^{1/3},
\end{equation}
where $r_c$ has been replaced by $R$ in $L$. The solution that decays inward is $\psi=\operatorname{Ai}[(r_c-r)/L]$.

Write the caustic depth as $w_c=R-r_c=sL$. Just outside $R$ the field falls at the rate $\kappa=\sqrt{\nu^2/R^2-n_2^2k^2}$ per unit length. Matching $\psi'/\psi=-\kappa$ gives $\operatorname{Ai}'(-s)=\kappa L\operatorname{Ai}(-s)$. To express $\kappa$ through $s$, use $\nu=n_1kr_c$:
\begin{equation}
n_1^2k^2-\frac{\nu^2}{R^2}=n_1^2k^2\left(1-\frac{r_c^2}{R^2}\right)
\simeq\frac{2n_1^2k^2sL}{R}=\frac{s}{L^2}.
\end{equation}
Hence $\kappa^2L^2=V^2-s$ with $V^2=k^2\Delta L^2$, and
\begin{equation}
\operatorname{Ai}'(-s)=\sqrt{V^2-s}\,\operatorname{Ai}(-s). \label{eq:airy}
\end{equation}
The smallest positive root belongs to the fundamental mode. Here $L=0.655\,\mu\mathrm m$ and $V^2=4.356$, which give $s=1.823$ and $w_c=1.195\,\mu\mathrm m$. This is $0.9\%$ above the disc value of $1.184\,\mu\mathrm m$. At $R=250\,\mu\mathrm m$ the error is $0.03\%$, as expected when the depth becomes a smaller fraction of the radius.

For a strongly confining outer wall, $V\to\infty$ and the field vanishes at $R$. Then $s=2.338$, the first zero of $\operatorname{Ai}(-s)$, and $w_c\propto R^{1/3}$ at fixed wavelength and index. If $R\to\infty$ at fixed $w$, however, the caustic recedes past any fixed inner wall. The slope across the core becomes negligible and the mode returns to that of a straight guide, held by both walls. Saturation belongs to bends wide compared with $L$.

\section{Where the change really stops}

The caustic is not a sharp edge. The Airy intensity there is still about $44\%$ of its peak. A guide as wide as the disc's caustic depth accordingly has $207\%$ excess loss. Its wall also lies outside its own caustic: the smaller $\nu/(kR)=1.55603$ puts that caustic $25(1-1.55603/1.6439)=1.34\,\mu\mathrm m$ deep. At $w=1.4\,\mu\mathrm m$ the same calculation gives $1.26\,\mu\mathrm m$, so the wall has passed inside. Detachment begins between these widths, near $1.3\,\mu\mathrm m$.

Further in, the decay quickens. For $d=r_c-a$ small compared with $r_c$, $\eta^2\simeq2d/r_c$ and $\eta-\tanh\eta\simeq\eta^3/3$, so
\begin{equation}
2S\simeq\frac{2\nu}{3}\left(\frac{2d}{r_c}\right)^{3/2}
=\frac43\left(\frac dL\right)^{3/2},
\end{equation}
again with $r_c\simeq R$ in $L$. The excess reaches $1\%$ at $w=2.475\,\mu\mathrm m$, which is $1.97L$ beyond the disc caustic. There the unexpanded exponent is $2S=3.87$ and $e^{-2S}=0.021$; the prefactor supplies the remaining factor of about one half.

Higher-order modes have smaller $\nu$ and hence, by \eqref{eq:caustic}, deeper caustics. They still feel an inner wall that the fundamental mode has left. Fixing the centre radius instead of $R$ also changes the question: widening then moves the outer wall outward, and with it the barrier and the floor.

\section{The model beside a real bend}

Nitride films of this thickness in silica are a real photonic platform; the indices used are rough typical values. Real guides break the assumption that vertical and lateral confinement separate. For a straight guide $2.5\,\mu\mathrm m$ wide, a cross-section calculation that keeps only the vertical field component gives an effective index of $1.6243$, against $1.6252$ from the planar reduction. Halving its mesh moved the result by $0.0004$, so the difference is only roughly resolved. Coupling to the horizontal field component lowers the index by a further $0.0003$. Lowering $n_1$ by $0.0009$ raises the loss floor from $0.0239$ to $0.0256$ dB, or $7\%$, and lowering it by $0.0012$ raises the floor by about $10\%$, but either change moves the caustic by less than $1$ nm. The caustic is therefore a sturdier prediction than the loss. Radiation into three dimensions is not included, and its effect on the floor has not been sized. A $60$ K rise, with assumed index slopes of $2.5\times10^{-5}$ and $1.0\times10^{-5}$ per kelvin for film and cladding, lowers the floor by $4\%$. An assumed propagation loss of $1$ dB/cm adds $0.004$ dB over the $39.3\,\mu\mathrm m$ outer arc.

The largest omission sized here is the junction. If the bend meets a straight guide of equal width, centred and without a transition, the field mismatch costs the fundamental mode about $0.13$ dB per junction at $w=1.0\,\mu\mathrm m$ but $1.4$ dB at $2.5\,\mu\mathrm m$, when the field and its normal derivative are both matched across the junction. A plain overlap of the two field profiles gives the slightly higher estimates $0.15$ and $1.46$ dB. The straight mode sits in the middle of the core, while the bent mode hugs the outer wall. These figures cannot simply be doubled to give the loss of a whole bend. At $w=2.5\,\mu\mathrm m$ about $27\%$ of the power enters the second bend mode, which keeps more than half of it through a quarter turn and interferes with the fundamental at the exit. Propagating all modes of the two-dimensional model gives a total, radiation included, of about $0.4$ dB for the $1.0\,\mu\mathrm m$ bend and $1.0$ dB for the $2.5\,\mu\mathrm m$ bend. The wide bend is also sensitive to its angle: at $75^\circ$ instead of $90^\circ$ its total is more than $5$ dB, while the narrow bend stays near $0.4$ dB. With such abrupt junctions the wider bend is the worse component at both angles, although its fundamental mode radiates less. A width near $w_c+2L$ is useful when the transition is made gradual enough to carry the fundamental mode into its whispering-gallery form. Beyond that width, at fixed outer radius, the inner wall has almost no field of the fundamental mode left to act on.

\section*{Calculated quantities}
\begin{verbatim}
vacuum wavelength: 1550 nm; k = 4.0537 rad/um
film index 2.000, cladding index 1.444, thickness 400 nm
outer radius: 25.0 um; core slab index n1 = 1.6439
disc order: Re nu = 158.705, Im nu = 1.755e-03
inner caustic radius: 23.816 um; depth: 1.184 um
outer radiation caustic radius: 27.113 um
Airy length L: 0.6554 um; V^2 = 4.356; s = 1.8227
Airy caustic depth: 1.195 um; error 0.90 %
Airy depth error at R = 250 um: 0.03 %
disc loss floor: 0.02395 dB per 90 deg
relative numerical shift of floor: 7.8e-11
wall intensity = psi(R)^2 / integral psi^2 dt (dimensionless)
width um | nu/(kR) | dB/90deg | excess % | inner/outer | wall intensity
   0.800 | 1.53749 | 0.38873 | 1523.233 | 5.561e-01 | 16.779
   1.000 | 1.54919 | 0.14182 |  492.189 | 4.405e-01 | 13.682
   1.184 | 1.55603 | 0.07363 |  207.473 | 3.322e-01 | 11.688
   1.400 | 1.56087 | 0.04440 |   85.406 | 2.179e-01 | 10.150
   1.700 | 1.56418 | 0.03043 |   27.084 | 1.023e-01 | 8.974
   2.000 | 1.56546 | 0.02594 |    8.313 | 3.907e-02 | 8.448
   2.500 | 1.56598 | 0.02416 |    0.887 | 5.029e-03 | 8.195
   3.000 | 1.56603 | 0.02396 |    0.062 | 3.919e-04 | 8.163
disc wall intensity: 8.160; 2 n1^2/(n1^2-n2^2) = 8.757
width for 1 % excess loss: 2.475 um
that width beyond caustic: 1.97 L
2S at that width: 3.875
w = 2.0 um: flux formula 0.02593, full 0.02594 dB per 90 deg
w = 3.0 um: flux formula 0.02395, full 0.02396 dB per 90 deg
slope of -ln(excess) against 2S: 1.068 at R = 25 um, 1.067 at R = 35 um
straight index at w = 2.5 um: planar 1.6252, cross-section 1.6243
cross-section mesh shift (25 to 12.5 nm): -0.00042
floor with n1 shifted by -0.0009: 0.02559 dB per 90 deg; caustic depth 1.183 um
assumed index slopes: film 2.5e-05, cladding 1.0e-05 per K
floor after 60 K rise: 0.02297 dB per 90 deg
assumed propagation loss 1.0 dB/cm over 39.3 um: 0.00393 dB
straight-bend mismatch at w = 1.0 um: 0.150 dB per junction
straight-bend mismatch at w = 1.4 um: 0.248 dB per junction
straight-bend mismatch at w = 2.5 um: 1.458 dB per junction
\end{verbatim}
